**Optical depth and thermal spreading in pulsed heating of silicon**

For a half-space absorbing a constant intensity \(I\), the surface rise is \((I/k)g\), with \(g=2\sqrt{Dt/\pi}-\delta[1-e^{S^2}\operatorname{erfc}(S)]\) and \(S=\sqrt{Dt}/\delta\). Here \(k\) is the conductivity, \(D\) the diffusivity, \(\delta\) the optical depth and \(t\) the time since the pulse began. The program asserts that this formula agrees with a finite-volume solution within 0.3% at four times, from one hundredth of the crossover time \(\delta^2/D\) to the end of the pulse; the largest difference printed is 0.025%. It also asserts the mean square heat depth \(Dt+2\delta^2\), the small optical-depth correction, and the share of heat left in the optical layer. For \(\delta=7\) nm, \(D=0.1\) cm²/s and a 30 ns pulse, the spreading length is 548 nm and the absorbed fluence needed to reach melting is about 0.16 J/cm², 70 times the estimate without conduction. With temperature-dependent conductivity the fluence becomes about 0.21 J/cm²; the program asserts that it lies between the two constant-conductivity values and changes by less than 1% on a coarser grid. The carrier profile is verified symbolically, while the resulting 11% loss of surface rise remains a rough estimate because its material inputs are rough.

## Check in Python

```python
"""Pulsed heating of silicon: optical depth against thermal spreading.

Result under test: a half-space with an insulated face absorbs a constant
intensity I with profile exp(-z/delta)/delta. Its surface rise is (I/k)*g,
  g = 2*sqrt(D*t/pi) - delta*(1 - erfcx(sqrt(D*t)/delta)),
and the heat-weighted mean square depth is D*t + 2*delta**2.
D: diffusivity, k = C*D: conductivity, C: heat capacity per volume,
delta: 1/e depth of the light intensity, t: time since the pulse began.
The solver works in nm, ns and K; fluences are in J/cm2.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erfc, erfcx

# Chosen inputs; material values are rough typical ones.
wavelength_nm = 308.0
delta = 7.0                    # nm
D_cm = 0.1                     # cm2/s, hot silicon
tau = 30.0                     # ns
C = 2.3                        # J/(cm3 K), hot silicon
C_cold = 1.65                  # J/(cm3 K), near 300 K
k_cold = 1.5                   # W/(cm K), near 300 K
T_start, T_melt = 300.0, 1700.0
reflectivity = 0.6
D_pair = 5.0                   # cm2/s, ambipolar carrier diffusivity
auger = 4e-31                  # cm6/s
gap_eV = 1.1
latent = 4200.0                # J/cm3
NM2_NS = 1e5                   # one cm2/s expressed in nm2/ns
D = D_cm * NM2_NS
k_hot = C * D_cm
rise_needed = T_melt - T_start
L = np.sqrt(D * tau)
crossover = delta**2 / D


def surface_length(t, depth=delta):
    spread = np.sqrt(D * t)
    return 2 * spread / np.sqrt(np.pi) - depth * (1 - erfcx(spread / depth))


def plane_source_length(z):
    """Surface response to a steady plane source at depth z, at pulse end."""
    x = z / (2 * L)
    return 2 * L * (np.exp(-x * x) / np.sqrt(np.pi) - x * erfc(x))


def solve_heat(strength, times, diffusivity=None, pulse=None,
               cells=400, rtol=1e-8, max_step=np.inf):
    """Finite-volume heat equation; strength = I/C in K nm/ns."""
    stretch = 8.6
    faces = 12000 * np.sinh(stretch * np.linspace(0, 1, cells + 1))
    faces /= np.sinh(stretch)
    width = np.diff(faces)
    centre = (faces[1:] + faces[:-1]) / 2
    spacing = np.diff(centre)
    light = np.exp(-faces / delta)
    source = strength * (light[:-1] - light[1:]) / width

    def rate(t, rise):
        if diffusivity is None:
            d_face = D
        else:
            d_face = diffusivity((rise[1:] + rise[:-1]) / 2)
        flow = d_face * np.diff(rise) / spacing
        change = source * (1.0 if pulse is None else pulse(t))
        change[:-1] += flow / width[:-1]
        change[1:] -= flow / width[1:]
        return change

    answer = solve_ivp(rate, (0, times[-1]), np.zeros(cells), method="LSODA",
                       t_eval=times, rtol=rtol, atol=rtol, lband=1, uband=1,
                       max_step=max_step)
    assert answer.success
    return faces, centre, width, answer.y


# Surface rise: direct solution with I/k = 1 K/nm against the closed formula.
times = np.array([0.01 * crossover, crossover, 1.0, tau])
faces, centre, width, field = solve_heat(D, times)
surface = field[0]
formula = surface_length(times)
surface_error = np.max(np.abs(surface / formula - 1))
assert surface_error < 3e-3
adiabatic = D * times / delta
assert abs(surface[0] / adiabatic[0] - 1) < 0.10
flux_limit = 2 * L / np.sqrt(np.pi)
# The small optical correction itself must be resolved, not only the total.
assert abs((flux_limit - surface[-1]) / delta - 1) < 0.05
optical_loss = 1 - surface[-1] / flux_limit
assert abs(optical_loss / (np.sqrt(np.pi) * delta / (2 * L)) - 1) < 0.05

# Averaging plane sources over the light profile must give the same length.
averaged = quad(lambda z: np.exp(-z / delta) / delta * plane_source_length(z),
                0, 40 * delta, epsabs=1e-9)[0]
assert abs(averaged / surface_length(tau) - 1) < 1e-7

# Depth of the heat and its share left in the optical layer.
final = field[:, -1]
heat = final * width
z_squared = np.diff(faces**3) / (3 * width)
mean_square = np.sum(heat * z_squared) / np.sum(heat)
assert abs(mean_square / (D * tau + 2 * delta**2) - 1) < 2e-3
cumulative = np.concatenate(([0.0], np.cumsum(heat))) / np.sum(heat)
share_left = np.interp(delta, faces, cumulative)
assert abs(share_left / (2 * delta / (np.sqrt(np.pi) * L)) - 1) < 0.03
share_absorbed = 1 - np.exp(-1)
ratio_at_L = np.interp(L, centre, final) / final[0]
assert abs(ratio_at_L / (plane_source_length(L) / flux_limit) - 1) < 0.02
assert round(L / 1000, 2) == 0.55

# Fluence to reach the melting temperature, constant properties.
F_abs = rise_needed * k_hot * tau * 1e-9 / (surface_length(tau) * 1e-7)
F_no_conduction = rise_needed * C * delta * 1e-7
check_field = solve_heat(F_abs * 1e7 / (C * tau), np.array([tau]))[3]
assert abs(check_field[0, -1] / rise_needed - 1) < 2e-3
intensity = F_abs / (tau * 1e-9)

# Neglected effect: conductivity falls from its cold to its hot value.
power = np.log(k_cold / k_hot) / np.log(T_melt / T_start)


def variable_diffusivity(rise):
    temperature = np.clip(T_start + rise, T_start, T_melt)
    return k_cold * (T_start / temperature)**power / C * NM2_NS


def missing_rise(fluence, cells):
    result = solve_heat(fluence * 1e7 / (C * tau), np.array([tau]),
                        variable_diffusivity, cells=cells, rtol=1e-6)[3]
    return result[0, -1] - rise_needed


F_cold_bound = F_abs * np.sqrt(k_cold / k_hot)
F_variable = brentq(missing_rise, 0.95 * F_abs, 1.05 * F_cold_bound,
                    args=(300,), xtol=1e-5)
F_coarse = brentq(missing_rise, 0.95 * F_abs, 1.05 * F_cold_bound,
                  args=(150,), xtol=1e-5)
assert F_abs < F_variable < F_cold_bound
assert abs(F_coarse / F_variable - 1) < 0.01

# Neglected effect: Gaussian pulse of equal fluence and 30 ns full width.
sigma = tau / (2 * np.sqrt(2 * np.log(2)))


def gaussian(t):
    return (tau / (sigma * np.sqrt(2 * np.pi))
            * np.exp(-(t - 1.5 * tau)**2 / (2 * sigma**2)))


gauss_field = solve_heat(D, np.linspace(0.1, 3 * tau, 600), pulse=gaussian,
                         rtol=1e-7, max_step=3.0)[3]
gauss_ratio = np.max(gauss_field[0]) / surface[-1]

# Neglected effect: pairs diffuse before Auger recombination releases heat.
z_s, d_s, a_s, g_s = sp.symbols("z d a g", positive=True)
n0_s = sp.sqrt(g_s * sp.sqrt(2 / (d_s * a_s)))
ell_s = sp.sqrt(2 * d_s / a_s) / n0_s
n_s = n0_s / (1 + z_s / ell_s)
assert sp.simplify(d_s * sp.diff(n_s, z_s, 2) - a_s * n_s**3) == 0
assert sp.simplify(-d_s * sp.diff(n_s, z_s).subs(z_s, 0) - g_s) == 0
photon_J = const.h * const.c / (wavelength_nm * 1e-9)
photon_eV = photon_J / const.e
pair_flux = intensity / photon_J
n0 = np.sqrt(pair_flux * np.sqrt(2 / (D_pair * auger)))
ell = np.sqrt(2 * D_pair / auger) / n0 * 1e7
auger_time = 1e9 / (auger * n0**2)
assert auger_time < 0.1 * tau  # the steady carrier profile is justified
mean_depth = ell * quad(lambda x: 2 * x / (1 + x)**3, 0, np.inf)[0]
assert abs(mean_depth / ell - 1) < 1e-6
pair_response = quad(lambda z: 2 / ell / (1 + z / ell)**3
                     * plane_source_length(z), 0, 20 * L, limit=200)[0]
gap_share = gap_eV / photon_eV
carrier_loss = gap_share * (1 - pair_response / flux_limit)
hot_range = np.sqrt(D_pair * 1e-12) * 1e7
radiation = const.sigma * T_melt**4 * 1e-4
F_latent = latent * 100e-7
L_cold = np.sqrt(k_cold / C_cold * NM2_NS * tau)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Wavelength", wavelength_nm, "nm")
show("Photon energy", photon_eV, "eV", 3)
show("Optical depth delta", delta, "nm")
show("Absorption coefficient", 1e7 / delta, "1/cm", 3)
show("Diffusivity D", D_cm, "cm2/s")
show("Pulse length", tau, "ns")
show("Thermal spreading sqrt(D tau)", L, "nm")
show("Thermal spreading sqrt(D tau)", L / 1000, "um", 3)
show("Other convention 2 sqrt(D tau)", 2 * L, "nm")
show("Ratio spreading / optical depth", L / delta, "", 3)
show("Crossover time delta^2/D", crossover * 1000, "ps", 3)
show("Pulse length / crossover time", tau / crossover, "", 3)
show("Rms heat depth, direct solution", np.sqrt(mean_square), "nm")
show("Largest surface formula error", 100 * surface_error, "%", 2)
show("Surface rise / no-conduction rise at crossover",
     surface[1] / adiabatic[1], "", 3)
show("Surface length g, formula", formula[-1], "nm")
show("Surface length g, direct solution", surface[-1], "nm")
show("Surface-flux limit of g", flux_limit, "nm")
show("Surface rise lost to optical depth", 100 * optical_loss, "%", 3)
show("Rise at depth L / surface rise", ratio_at_L, "", 3)
show("Heat left within delta at pulse end", 100 * share_left, "%", 3)
show("Heat within delta without conduction", 100 * share_absorbed, "%", 3)
show("Heat capacity, hot", C, "J/(cm3 K)")
show("Conductivity, hot", k_hot, "W/(cm K)", 3)
show("Start temperature", T_start, "K")
show("Melting temperature, rough", T_melt, "K")
show("Temperature rise needed", rise_needed, "K")
show("Reflectivity, rough", reflectivity)
show("Absorbed fluence to reach melting", F_abs, "J/cm2", 3)
show("Incident fluence to reach melting", F_abs / (1 - reflectivity),
     "J/cm2", 3)
show("Absorbed fluence if no conduction", F_no_conduction, "J/cm2", 3)
show("Fluence ratio, with / without conduction",
     F_abs / F_no_conduction, "", 3)
show("Absorbed intensity", intensity / 1e6, "MW/cm2", 3)
show("Conductivity, cold", k_cold, "W/(cm K)")
show("Heat capacity, cold", C_cold, "J/(cm3 K)")
show("Spreading with cold-silicon values", L_cold, "nm", 3)
show("Exponent of conductivity fall with T", power, "", 3)
show("Absorbed fluence, variable conductivity", F_variable, "J/cm2", 3)
show("Incident fluence, variable conductivity",
     F_variable / (1 - reflectivity), "J/cm2", 3)
show("Absorbed fluence, cold-conductivity bound", F_cold_bound, "J/cm2", 3)
show("Peak rise, Gaussian / square pulse", gauss_ratio, "", 3)
show("Carrier diffusivity, rough", D_pair, "cm2/s")
show("Auger coefficient, rough", auger, "cm6/s")
show("Gap energy, rough", gap_eV, "eV")
show("Share of photon energy held as gap energy", 100 * gap_share, "%", 2)
show("Surface carrier density estimate", n0, "1/cm3", 2)
show("Auger time at the surface", auger_time, "ns", 2)
show("Mean depth of recombination heat", ell, "nm", 2)
show("Surface rise lost to carrier transport", 100 * carrier_loss, "%", 2)
show("Hot-carrier range in 1 ps", hot_range, "nm", 2)
show("Black-body loss at melting temperature", radiation, "W/cm2", 2)
show("Latent heat, rough", latent, "J/cm3", 2)
show("Latent fluence for a 100 nm melt", F_latent, "J/cm2", 2)
print("finished without a failed check")
```

Running it gives:

```
Wavelength: 308 nm
Photon energy: 4.03 eV
Optical depth delta: 7 nm
Absorption coefficient: 1.43e+06 1/cm
Diffusivity D: 0.1 cm2/s
Pulse length: 30 ns
Thermal spreading sqrt(D tau): 547.7 nm
Thermal spreading sqrt(D tau): 0.548 um
Other convention 2 sqrt(D tau): 1095 nm
Ratio spreading / optical depth: 78.2
Crossover time delta^2/D: 4.9 ps
Pulse length / crossover time: 6.12e+03
Rms heat depth, direct solution: 547.9 nm
Largest surface formula error: 0.025 %
Surface rise / no-conduction rise at crossover: 0.556
Surface length g, formula: 611.1 nm
Surface length g, direct solution: 611.1 nm
Surface-flux limit of g: 618 nm
Surface rise lost to optical depth: 1.12 %
Rise at depth L / surface rise: 0.358
Heat left within delta at pulse end: 1.42 %
Heat within delta without conduction: 63.2 %
Heat capacity, hot: 2.3 J/(cm3 K)
Conductivity, hot: 0.23 W/(cm K)
Start temperature: 300 K
Melting temperature, rough: 1700 K
Temperature rise needed: 1400 K
Reflectivity, rough: 0.6
Absorbed fluence to reach melting: 0.158 J/cm2
Incident fluence to reach melting: 0.395 J/cm2
Absorbed fluence if no conduction: 0.00225 J/cm2
Fluence ratio, with / without conduction: 70.1
Absorbed intensity: 5.27 MW/cm2
Conductivity, cold: 1.5 W/(cm K)
Heat capacity, cold: 1.65 J/(cm3 K)
Spreading with cold-silicon values: 1.65e+03 nm
Exponent of conductivity fall with T: 1.08
Absorbed fluence, variable conductivity: 0.209 J/cm2
Incident fluence, variable conductivity: 0.524 J/cm2
Absorbed fluence, cold-conductivity bound: 0.404 J/cm2
Peak rise, Gaussian / square pulse: 0.784
Carrier diffusivity, rough: 5 cm2/s
Auger coefficient, rough: 4e-31 cm6/s
Gap energy, rough: 1.1 eV
Share of photon energy held as gap energy: 27 %
Surface carrier density estimate: 9e+19 1/cm3
Auger time at the surface: 0.31 ns
Mean depth of recombination heat: 5.5e+02 nm
Surface rise lost to carrier transport: 11 %
Hot-carrier range in 1 ps: 22 nm
Black-body loss at melting temperature: 47 W/cm2
Latent heat, rough: 4.2e+03 J/cm3
Latent fluence for a 100 nm melt: 0.042 J/cm2
finished without a failed check
```
